# Interlayer Raman lines of a free layer stack as a layer counter, part 2

The number $N$ of layers in a stack is to be found from its low-frequency Raman lines. The layers are rigid, numbered $n=1,\dots,N$ from the bottom, with mass per area $\mu$. Springs of constant $K$ per area (N/m³) join neighbours, and both outer faces are free. Layers move in the plane (shear, $K_{\rm s}$) or along the stacking direction (breathing, $K_{\rm b}$); $K$ stands for either. Angular frequencies are $\omega$, and line positions are wavenumbers $\omega/2\pi c$ in cm⁻¹.

With $\theta_j=j\pi/2N$, $\varphi=\pi/2N$ and $\omega_{\max}=2\sqrt{K/\mu}$, the modes have the frequencies

$$\omega_j=\omega_{\max}\sin\theta_j,\qquad j=0,1,\dots,N-1. \tag{9}$$

A bilayer line, at $\omega_{\max}/\sqrt2$, calibrates $\omega_{\max}$. The normalized displacements are

$$v_n^{(j)}=\sqrt{\frac2N}\cos[\theta_j(2n-1)],\qquad j\ge1. \tag{12}$$

Their norm follows from a sum with $x=2\theta_j$:

$$\sum_{n=1}^N\cos[(2n-1)x]=\frac{\sin 2Nx}{2\sin x}=\frac{\sin 2\pi j}{2\sin(j\pi/N)}=0\qquad(1\le j\le N-1). \tag{11}$$

For light polarized in the plane, a mode of amplitude $Q$ is assumed to change the polarizability by

$$\Delta\alpha=Q\sum_{n=1}^{N-1}\alpha_n'\,s_n, \tag{14}$$

where $s_n=v_{n+1}-v_n$ is the stretch of gap $n$ and $\alpha_n'$ the derivative with respect to it. In 2H stacking, the ratio of $\alpha_n'$ in adjacent gaps is $-1$ for shear and $+1$ for breathing. The squared Raman amplitude $S_j^2$ is then $(8/N)\cos^2\theta_j$ for breathing with odd $j$ and $(8/N)\sin^4\theta_j/\cos^2\theta_j$ for shear with odd $N-j$. Other modes are silent. At temperature $T$, with $x_j=\hbar\omega_j/k_BT$, the Stokes intensity is

$$I_j\propto\frac{S_j^2}{\omega_j\,(1-e^{-x_j})}. \tag{22}$$

For $x_j\ll1$ this becomes

$$I_j\propto\cot^2\theta_j\ \text{(breathing, }j\text{ odd)},\qquad I_j\propto\tan^2\theta_j\ \text{(shear, }N-j\text{ odd)}. \tag{23}$$

The strongest lines are therefore $j=1$ for breathing and $j=N-1$ for shear. They must be identified before counting, because the frequency of a single line fixes only $j/N$.

**Three counters for 2H stacking.** Inverting (9) for the strongest lines, at $\omega_{\rm b}=\omega_{\max}\sin\varphi$ and $\omega_{\rm s}=\omega_{\max}\cos\varphi$, gives

$$N=\frac{\pi}{2\arcsin(\omega_{\rm b}/\omega_{\max})},\qquad N=\frac{\pi}{2\arccos(\omega_{\rm s}/\omega_{\max})}, \tag{24}$$

each with its own $\omega_{\max}$. For $N\ge4$ a second active shear line, $j=N-3$, lies at $\omega_{\max}\cos3\varphi$. With $\cos3\varphi=4\cos^3\varphi-3\cos\varphi$, the ratio $r$ of the lower line to the upper is

$$r=\frac{\cos3\varphi}{\cos\varphi}=4\cos^2\varphi-3=1-4\sin^2\varphi,\qquad \sin^2\frac{\pi}{2N}=\frac{1-r}4. \tag{25}$$

The scale $\omega_{\max}$ has dropped out, so this counter needs no calibration.

**Sensitivity.** Treat $N$ as continuous. Since $d\varphi/dN=-\pi/2N^2$,

$$\frac{d\omega_{\rm b}}{dN}=-\frac{\pi\omega_{\max}}{2N^2}\cos\varphi,\qquad \frac{d\omega_{\rm s}}{dN}=+\frac{\pi\omega_{\max}}{2N^2}\sin\varphi. \tag{26}$$

For large $N$ the spacing between neighbouring layer numbers falls as $\pi\omega_{\max}/2N^2$ for breathing and as $\pi^2\omega_{\max}/4N^3$ for shear. The breathing line moves towards zero, while the shear line crowds against the fixed limit $\omega_{\max}$. A peak uncertainty $\delta\omega$ gives

$$\delta N_{\rm b}=\frac{2N^2\,\delta\omega}{\pi\omega_{\max}\cos\varphi},\qquad \delta N_{\rm s}=\frac{2N^2\,\delta\omega}{\pi\omega_{\max}\sin\varphi}. \tag{27}$$

For the pair, (25) gives $dr/dN=2\pi\sin(\pi/N)/N^2$. If both lines have the same independent uncertainty, $\delta r=\sqrt{1+r^2}\,\delta\omega/\omega_{\rm s}$, and

$$\delta N_{\rm pair}=\frac{N^2\sqrt{1+r^2}}{2\pi\sin(\pi/N)}\,\frac{\delta\omega}{\omega_{\rm s}}. \tag{28}$$

**Six layers of 2H-MoS₂.** The cell holds one Mo and two S atoms, with mass $95.95+2\times32.06=160.07$ u. With a rough lattice constant of 0.316 nm, its area is $\tfrac{\sqrt3}2(0.316)^2=0.0865$ nm², and $\mu=3.07\times10^{-6}$ kg/m². The spring constants are rough typical values, $K_{\rm s}=2.7\times10^{19}$ and $K_{\rm b}=8.7\times10^{19}$ N/m³. Hence

$$\omega_{\max,{\rm s}}=2\sqrt{\frac{2.7\times10^{19}}{3.07\times10^{-6}}}\ {\rm s^{-1}}=5.93\times10^{12}\ {\rm s^{-1}},$$

or 31.47 cm⁻¹. The same calculation for breathing gives 56.49 cm⁻¹. With $\varphi=15^\circ$ the main lines are

$$56.49\sin15^\circ=14.62\ {\rm cm^{-1}},\qquad 31.47\cos15^\circ=30.40\ {\rm cm^{-1}},$$

or 0.438 and 0.911 THz. The second shear line is at $31.47\cos45^\circ=22.25$ cm⁻¹. The ratio $r=0.732$ gives $\sin^2\varphi=0.0670$, and so $N=6$.

At 300 K, $k_BT$ corresponds to 208.5 cm⁻¹, so the classical limit (23) is a fair guide. It gives the second breathing line the relative intensity $\tan^215^\circ/\tan^245^\circ=0.072$, and the second shear line the same value. Equation (22) gives 0.076 and 0.070. The pair counter thus relies on a line with 7% of the intensity of the main one.

For a peak uncertainty of 0.1 cm⁻¹, (27) and (28) give errors of 0.04 layers for breathing, 0.28 for the single shear line and 0.05 for the shear pair. The pair does better than the single line because its lower member moves faster with $N$, by the factor $3\sin3\varphi/\sin\varphi=8.2$ at $N=6$. If the weak line is located less well than the strong one, this gain shrinks. By the same error propagation, it is gone at $N=6$ once the uncertainty of the weak line is about seven times that of the strong one, which can happen for a faint line on a strong background.

Suppose two layer numbers count as separated when their lines differ by more than twice the uncertainty, with the calibration held fixed. Breathing then separates $N$ from $N+1$ up to $N=20$, and the single shear line up to $N=6$. At $N=20$ the breathing line lies at 4.4 cm⁻¹, so this range is reached only if lines that close to the laser can be recorded. From six to seven layers the shear line moves by 0.28 cm⁻¹, but from seven to eight by only 0.18 cm⁻¹.

The ambiguity of $j/N$ has a practical side. An 18-layer stack also has a breathing line at 14.62 cm⁻¹, with $j=3$. Its main line lies at 4.92 cm⁻¹ and is about nine times stronger, but a filter that blocks light close to the laser line may hide it. The main shear line settles the matter: for 18 layers it would lie at $31.47\cos5^\circ=31.35$ cm⁻¹, almost 1 cm⁻¹ above the six-layer value. The 18-layer stack also has a weaker shear line, $j=15$, at the six-layer position, so the strongest line must be the one compared.

**Softening after calibration.** Let all frequencies fall by a small fraction $\varepsilon$, for example because the laser warms the sample, while the old $\omega_{\max}$ is still used. The frequency error is $-\varepsilon\omega$, and division by (26) gives

$$\Delta N_{\rm b}=+\frac{2N^2}\pi\,\varepsilon\tan\varphi\to\varepsilon N,\qquad \Delta N_{\rm s}=-\frac{2N^2}\pi\,\varepsilon\cot\varphi\to-\frac{4\varepsilon N^3}{\pi^2}. \tag{29}$$

The arrows denote large $N$, still with $\Delta N\ll N$. The ratio $r$ does not change. For an assumed softening of 0.5%, the counters applied to the shifted lines read 6.03 layers for breathing, 5.61 for the single shear line and 6.00 for the pair. The linear formula gives 5.57 for the single shear line, so second-order terms are already visible.

**A substrate.** Let a weak spring $\kappa K$ tie layer 1 to a fixed support. It adds $\kappa K/\mu$ to the first diagonal element of the matrix whose eigenvalues are $\omega^2$. If $D\mathbf v=\omega^2\mathbf v$ and $D$ changes by $\delta D$, the first-order terms are $\delta D\,\mathbf v+D\,\delta\mathbf v=\delta(\omega^2)\mathbf v+\omega^2\delta\mathbf v$. Multiplication by $\mathbf v^T$ removes the terms with $\delta\mathbf v$, because $D$ is symmetric. With $K/\mu=\omega_{\max}^2/4$,

$$\delta(\omega^2)=\frac{\kappa K}\mu v_1^2=\frac{\kappa\omega_{\max}^2}{2N}\cos^2\theta_j,\qquad \frac{\delta\omega}\omega=\frac{\kappa}{4N}\cot^2\theta_j. \tag{30}$$

For breathing $\theta_1=\varphi$. For shear $\theta_{N-1}=\pi/2-\varphi$, so the cotangent becomes $\tan\varphi$. Division by (26) yields

$$\Delta N_{\rm b}=-\frac{\kappa N}{2\pi}\cot\varphi\to-\frac{\kappa N^2}{\pi^2},\qquad \Delta N_{\rm s}=+\frac{\kappa N}{2\pi}\tan\varphi\to\frac\kappa4. \tag{31}$$

The lowest breathing mode has its largest displacement at the faces and feels the support strongly. The highest shear mode has its smallest displacement there. The treatment requires $\kappa N/\pi^2\ll1$. The former zero mode also acquires a finite frequency, so the counting line is then the second lowest breathing mode. With an assumed $\kappa=0.1$ for both motions, diagonalization gives readings of 5.67, 6.03 and 6.03 layers for breathing, single shear line and pair. Equation (31) gives 5.64 and 6.03 for the first two.

**Springs to second neighbours.** Springs $\kappa_2K$ between layers $n$ and $n+2$ shift $\omega^2$ by $(\kappa_2K/\mu)\sum_{n=1}^{N-2}(v_{n+2}-v_n)^2$. By (12), $v_{n+2}-v_n=-2\sqrt{2/N}\,\sin2\theta_j\sin[\theta_j(2n+1)]$. The squares of $\sin[\theta_j(2n+1)]$ add up to $N/2$ over $n=0,\dots,N-1$, by (11), and the two end terms to be removed are each $\sin^2\theta_j$. Division by $2\omega_j^2$ gives

$$\frac{\delta\omega}\omega=2\kappa_2\cos^2\theta_j\left(1-\frac4N\sin^2\theta_j\right). \tag{32}$$

A bilayer has no second neighbours, so its calibration does not absorb this shift. For an assumed $\kappa_2=0.01$ the breathing line rises by 1.8% and the main shear line by 0.05%. The readings from diagonalization are 5.89, 6.04 and 6.05 layers.

**Layers that are not rigid.** Each layer can be resolved into S, Mo and S planes joined by internal springs. These are fixed by rough frequencies of 400 cm⁻¹ along $z$ and 290 cm⁻¹ in the plane, for the vibration in which the two S planes move oppositely and Mo rests. The internal springs are then 40 and 68 times stiffer than the interlayer ones. After recalibration on a bilayer of the same kind, six layers read as 6.04 for breathing, 6.38 for the single shear line and 5.97 for the pair. The last digit depends on how the internal springs are fixed: rough frequencies of 470 and 385 cm⁻¹ for the vibration of Mo against both S planes give 6.05, 6.36 and 5.97. The large shear error comes from a small change of frequency: $\cos(\pi/2N)$ is 0.970 at $N=6.38$ and 0.966 at $N=6$, a difference of 0.4%. The single shear line magnifies such differences, as (29) shows.

**In-plane wavevector.** A lens of numerical aperture 0.5 at 532 nm transfers an in-plane wavevector of at most $q_\parallel=2\times0.5\times2\pi/\lambda=0.012$ nm⁻¹. In-plane elasticity with sound speed $c_\parallel$ adds the same term $c_\parallel^2q_\parallel^2$ to $\omega^2$ for every layer, so this term leaves the shear patterns unchanged. A finite $q_\parallel$ also couples shear to breathing through the tilt of the layers. This coupling is of relative size $q_\parallel$ times the layer spacing of about 0.6 nm, or 0.007, and is neglected here. With a rough $c_\parallel=7$ km/s, the main shear line rises by 0.003 cm⁻¹, far below the assumed peak uncertainty.

**Comparison with real films.** Measured bilayer lines of MoS₂ lie very roughly at 20 cm⁻¹ for shear and 40 cm⁻¹ for breathing. The model gives 22.3 and 39.9 cm⁻¹, as its spring constants were chosen in that range. Real films rest on supports, are warmed by the laser and have layers of finite stiffness. For the strengths assumed here, each of these effects alone moves a six-layer reading by up to about 0.4 layers. That still rounds to six, but for the single shear line the peak uncertainty of 0.28 layers can tip it to a neighbouring number. Light at 532 nm is absorbed by MoS₂, so the additive polarizability (14), and with it the relative intensities, is less secure than the frequencies.

Under the four changes tried separately, the shear pair stayed within about 0.05 layers of six. For a 2H film of about this thickness whose weak second shear line can be located to 0.1 cm⁻¹, the pair is therefore the most robust of the three counters against these four changes at the strengths assumed. All four keep the spring the same in every gap, and the ranking does not survive a change of that. If one outer gap is 10% softer than the others, with the calibration held fixed, the readings are 6.03, 5.71 and 5.88 layers for breathing, single shear line and pair. The lower line of the pair stretches the outer gaps strongly, and the lowest breathing mode stretches them little. If the support is weaker, with $\kappa=0.01$, breathing reads 5.97, within its peak uncertainty. Agreement between the breathing line and the pair is thus a safer test than either alone. For thicker films the breathing line keeps the wider spacing, but its substrate error also grows, by (31) as $N^2$ while $\kappa N/\pi^2\ll1$, so a count then requires a weak or known contact to the support. The line positions for two to ten layers are listed in the numerical output.

## Computed results

```
lattice constant (rough): 0.316 nm
atomic masses S, Mo: 32.06, 95.95 u
areal mass mu: 3.0736e-06 kg/m2
K shear, breathing (rough): 2.70e+19, 8.70e+19 N/m3
w_max shear, breathing: 31.469, 56.489 cm-1
temperature: 300 K; kT: 208.5 cm-1
gap sign ratio shear, breathing: -1.0000, 1.0000
N, breathing j=1, shear j=N-1 (cm-1):
   2   39.944   22.252
   3   28.244   27.253
   4   21.617   29.074
   5   17.456   29.929
   6   14.620   30.397
   7   12.570   30.680
   8   11.020   30.864
   9    9.809   30.991
  10    8.837   31.082
N=6 active lines: j, cm-1, intensity relative to strongest
  breathing 1  14.620  1.00000
  breathing 3  39.944  0.07619
  breathing 5  54.564  0.00566
  shear 5  30.397  1.00000
  shear 3  22.252  0.07044
  shear 1  8.145  0.00489
N=6 main lines breathing, shear: 0.4383, 0.9113 THz
shear pair ratio r: 0.73205; N from r: 6.0000
peak uncertainty: 0.10 cm-1
error in N breathing, shear, pair: 0.042, 0.281, 0.047
largest N with spacing to N+1 above twice the uncertainty:
  breathing 20, shear 6
alias N=18: j=3 at 14.620 cm-1, j=1 at 4.923 cm-1
alias intensity j=3 / j=1: 0.1091
assumed substrate spring / K: 0.10
assumed second-neighbour spring / K: 0.010
assumed fractional softening: 0.0050
internal lines breathing, shear (rough): 400, 290 cm-1
internal spring / K breathing, shear: 40.2, 68.0
N read for true N=6: breathing, shear, pair
  substrate: 5.670, 6.027, 6.034
  2nd neighbour: 5.893, 6.044, 6.052
  non-rigid layer: 6.040, 6.377, 5.967
  softening: 6.031, 5.613, 6.000
aperture 0.5, laser 532 nm, in-plane sound speed (rough) 7.0 km/s
shear shift from in-plane wavevector: 0.00317 cm-1
```
